Multiplying a basis function by 2 changes nothing in the space that the basis spans, and it should change no computed energy. Yet a spin-free X2C Hartree-Fock calculation on the zinc atom, in an even-tempered $16s10p6d$ Gaussian basis, gives $-1794.200803$ $E_h$ with normalized functions and $-1794.209079$ $E_h$ when the second, fourth, ... shell of each $l$, counted from the most diffuse, is multiplied by 2, if the renormalization matrix is taken as $\tilde S^{-1/2}S^{1/2}$. The shift is $-0.008276$ $E_h$, or $-0.2252$ eV. Its size belongs to this basis and this choice of shells: doubling the other half gives $-0.014122$ $E_h$, and in denser even-tempered bases the first choice gives $-0.0060$ $E_h$ (ratio 2.5, $20s13p8d$) and $-0.0007$ $E_h$ (ratio 2, $26s17p11d$). After symmetric orthogonalization of the same basis the same recipe gives $-1793.985315$ $E_h$. With the Liu-Peng renormalization the energy is $-1793.985315$ $E_h$ in the normalized basis, in the rescaled basis and in a randomly mixed complex basis. Both recipes give the lowest one-electron level of the bare nucleus as $-455.50478$ $E_h$, and, as shown below, their whole one-electron spectra coincide, so the difference does not lie in the spectrum of the one-electron Hamiltonian.

Hartree atomic units are used, $c=1/\alpha=137.035999$, and energies are counted from the rest energy $c^2$. The Dirac equation in a potential $V\le 0$ is

$$V\psi^L+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi^S=\varepsilon\psi^L,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\psi^L+(V-2c^2)\psi^S=\varepsilon\psi^S .$$

The large component is expanded in $n$ linearly independent functions $g_\mu$ with overlap matrix $S$, and the small component in $f_\mu=\boldsymbol\sigma\cdot\mathbf p\,g_\mu/(2c)$ (restricted kinetic balance). Because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the coupling block is $\langle g|c\,\boldsymbol\sigma\cdot\mathbf p|f\rangle=\langle g|p^2/2|g\rangle=T$, the small-component overlap is $\langle g|p^2|g\rangle/4c^2=T/2c^2$, and the small-component block of the Hamiltonian is $W/4c^2-2c^2\,(T/2c^2)$ with $W=\langle\boldsymbol\sigma\cdot\mathbf p\,g|V|\boldsymbol\sigma\cdot\mathbf p\,g\rangle$. The matrix problem is $HC=MC\varepsilon$ with

$$H=\begin{pmatrix}V&T\\T&W/4c^2-T\end{pmatrix},\qquad M=\begin{pmatrix}S&0\\0&T/2c^2\end{pmatrix}.$$

$T$ is positive definite, since no nonzero square-integrable function has zero kinetic energy, so $M>0$; and $W\le0$ because $V\le0$. The spin-free variant keeps the first term of $(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p\cdot V\mathbf p+i\boldsymbol\sigma\cdot(\mathbf pV\times\mathbf p)$; its $W$ is also negative semidefinite, and the derivation applies to both.

One assumption is needed: with the $2n$ eigenvalues in ascending order, $\varepsilon_{n+1}>-2c^2$. A vector $(0,x)$ with no large component has the Rayleigh quotient

$$\frac{x^\dagger(W/4c^2-T)x}{x^\dagger Tx/2c^2}=-2c^2+\frac{x^\dagger Wx}{2\,x^\dagger Tx}\le-2c^2 .$$

These vectors form an $n$-dimensional subspace, and the min-max principle states that $\varepsilon_n$ is the smallest, over all $n$-dimensional subspaces, of the largest Rayleigh quotient in the subspace; hence $\varepsilon_n\le-2c^2$. The assumption therefore places a gap between the lower $n$ solutions and the upper $n$, the electronic ones. Collect the latter as columns $(C_L;C_S)$, normalized in $M$. If $C_Lv=0$ for some $v\ne0$, the vector $(0,C_Sv)$ would be a nonzero combination of electronic eigenvectors, with a Rayleigh quotient of at least $\varepsilon_{n+1}>-2c^2$, and also a pure small-component vector, with a quotient of at most $-2c^2$. This is a contradiction, so $C_L$ is invertible and $X=C_SC_L^{-1}$ exists. Replacing the eigenvectors by $(C_LG;C_SG)$ with any invertible $G$ leaves $X$ unchanged, so $X$ depends on the electronic subspace and not on phases or on the mixing of degenerate states. If the potential is strong enough to pull a level down to $-2c^2$, the argument fails and $C_L$ is no longer guaranteed to be invertible.

With $Y=(1;X)$, a $2n\times n$ matrix, the electronic eigenvectors are $YC_L$. Multiplying $HYC_L=MYC_L\varepsilon$ from the left by $Y^\dagger$ gives the normalized elimination of the small component, $LC_L=\tilde SC_L\varepsilon$, with

$$L=Y^\dagger HY=V+TX+X^\dagger T+X^\dagger\Big(\frac{W}{4c^2}-T\Big)X,\qquad \tilde S=Y^\dagger MY=S+X^\dagger\frac{T}{2c^2}X .$$

The added term is positive semidefinite, so $\tilde S\ge S>0$: $\tilde S$ counts the charge in both components, $S$ that in the large component. A two-component theory needs a wavefunction $gC_{2c}$ normalized with the ordinary overlap $S$. Set $C_L=RC_{2c}$ with $R$ invertible and multiply from the left by $R^\dagger$, which keeps the matrices Hermitian: $R^\dagger LR\,C_{2c}=R^\dagger\tilde SR\,C_{2c}\varepsilon$. This has the form $hC_{2c}=SC_{2c}\varepsilon$ when

$$R^\dagger\tilde SR=S,\qquad h=R^\dagger LR .$$

The condition does not determine $R$. If $R_0$ is a solution and $U^\dagger SU=S$, then $(R_0U)^\dagger\tilde S(R_0U)=U^\dagger SU=S$. Conversely, for two solutions $R_1$ and $R_0$, the matrix $U=R_0^{-1}R_1$ obeys $U^\dagger SU=R_1^\dagger(R_0^{-\dagger}SR_0^{-1})R_1=R_1^\dagger\tilde SR_1=S$. Every solution gives the eigenvalues $\varepsilon$, because the steps above are invertible; this is why the two recipes share the one-electron level. The Hamiltonians differ by a rotation of the basis space, $h_1=U^\dagger h_0U$, and the rotation becomes visible when an operator that was not rotated is added.

The freedom is removed by asking that the decoupling transformation do as little as possible. A given $R$ assigns to the two-component function $gv$, regarded as the four-spinor $(gv,0)$, the electronic four-spinor $(gRv,\,fXRv)$. In coefficient form these are $\Phi v$ and $\Psi v$ with $\Phi=(1;0)$ and $\Psi=(R;XR)=YR$. Let the columns of $Z$ define an orthonormal basis of the space, $Z^\dagger SZ=1$, which implies $ZZ^\dagger=S^{-1}$. The sum of squared distances between the basis functions and their images is, by cyclic invariance of the trace,

$$D=\operatorname{tr}Z^\dagger(\Psi-\Phi)^\dagger M(\Psi-\Phi)Z=\operatorname{tr}S^{-1}(\Psi-\Phi)^\dagger M(\Psi-\Phi),$$

the same for every orthonormal basis. The four products are $\Psi^\dagger M\Psi=R^\dagger\tilde SR=S$, $\Phi^\dagger M\Phi=S$, $\Phi^\dagger M\Psi=SR$ and $\Psi^\dagger M\Phi=R^\dagger S$. Since $\operatorname{tr}S^{-1}SR=\operatorname{tr}R$ and $\operatorname{tr}S^{-1}R^\dagger S=\operatorname{tr}R^\dagger$,

$$D=2n-2\operatorname{Re}\operatorname{tr}R .$$

For a Hermitian positive definite matrix, a power is defined by raising its eigenvalues to that power, positive branch, and keeping its orthonormal eigenvectors. Define

$$\bar R=S^{1/2}RS^{-1/2},\qquad \bar S=S^{-1/2}\tilde SS^{-1/2}\ge1 .$$

The similarity leaves the trace unchanged, $\operatorname{tr}\bar R=\operatorname{tr}R$. Multiplying $R^\dagger\tilde SR=S$ on both sides by $S^{-1/2}$ and inserting $R=S^{-1/2}\bar RS^{1/2}$ gives $\bar R^\dagger\bar S\bar R=1$. This says that $\bar U=\bar S^{1/2}\bar R$ is unitary, so $\bar R=P\bar U$ with $P=\bar S^{-1/2}>0$. Let $P$ have eigenvalues $p_i>0$ and orthonormal eigenvectors $v_i$. Then $\operatorname{tr}P\bar U=\sum_ip_i\,v_i^\dagger\bar Uv_i$, and $\|\bar Uv_i-v_i\|^2=2-2\operatorname{Re}v_i^\dagger\bar Uv_i$ because $\bar U$ preserves length. Therefore

$$\operatorname{tr}P-\operatorname{Re}\operatorname{tr}P\bar U=\tfrac12\sum_ip_i\,\|\bar Uv_i-v_i\|^2\ge0 ,$$

with equality only if $\bar Uv_i=v_i$ for every $i$, that is $\bar U=1$. The distance has a unique minimum at $\bar R=\bar S^{-1/2}$, and undoing the similarity gives the Liu-Peng renormalization

$$R=S^{-1/2}\big(S^{-1/2}\tilde SS^{-1/2}\big)^{-1/2}S^{1/2}.$$

This $R$ is not Hermitian in general, but $SR=S^{1/2}\bar S^{-1/2}S^{1/2}$ is Hermitian and positive definite. $SR=\Phi^\dagger M\Psi$ is the overlap matrix between the basis functions and the large components of their images, so $R$ represents a self-adjoint positive operator on the basis space: it shrinks the large component along certain orthonormal directions, each by its own factor, and the unitary factor of its polar decomposition is the identity. This property also characterizes $R$. If $SR$ is Hermitian positive definite, so is $\bar R=S^{-1/2}(SR)S^{-1/2}$; then $\bar R\bar S\bar R=1$ gives $\bar S=\bar R^{-2}$, and $\bar R^{-1}$ is a root of $\bar S$ with positive spectrum, of which there is one.

The uniqueness just used holds for any diagonalizable matrix $N$ with positive eigenvalues. Let $Q^2=N$, with no eigenvalue of $Q$ on the closed negative real axis. $Q$ commutes with $N$, since $QN=Q^3=NQ$, so for $Nv=\lambda v$ one has $N(Qv)=\lambda Qv$ and $Q$ maps each eigenspace of $N$ into itself. There $(Q+\sqrt\lambda)(Q-\sqrt\lambda)v=(N-\lambda)v=0$. The factor $Q+\sqrt\lambda$ is invertible because $-\sqrt\lambda$ is not an eigenvalue of $Q$, so $Qv=\sqrt\lambda\,v$. The eigenspaces span the whole space, and $Q$ is fixed. It is the principal root $N^{1/2}$, and its inverse is written $N^{-1/2}$.

Now take $N=S^{-1}\tilde S$. Inserting $\tilde S=S^{1/2}\bar SS^{1/2}$ gives $N=S^{-1/2}\bar SS^{1/2}$, so $N$ is similar to the Hermitian matrix $\bar S$, is diagonalizable and has real eigenvalues $\lambda_i\ge1$. The inverse of the Liu-Peng matrix is $R^{-1}=S^{-1/2}\bar S^{1/2}S^{1/2}$, with eigenvalues $\sqrt{\lambda_i}>0$, and in its square the inner factors $S^{1/2}S^{-1/2}$ cancel:

$$R^{-2}=S^{-1/2}\bar S^{1/2}\bar S^{1/2}S^{1/2}=S^{-1}\tilde S .$$

By uniqueness,

$$R=(S^{-1}\tilde S)^{-1/2},$$

the principal root, with spectrum in $(0,1]$. The branch matters. Write $\bar S=\sum_i\lambda_iv_iv_i^\dagger$ and reverse one sign in $\bar R=\sum_i\pm\lambda_i^{-1/2}v_iv_i^\dagger$. The result still satisfies $\bar R^\dagger\bar S\bar R=1$ and $\bar R^{-2}=\bar S$, but it has a negative eigenvalue, so $SR$ is indefinite and the trace is smaller.

An explicit formula for the root is useful for the covariance proof. With $t=\tan\theta$ and $dt=d\theta/\cos^2\theta$, one has $\int_0^{\pi/2}d\theta/(\sin^2\theta+\lambda\cos^2\theta)=\int_0^\infty dt/(t^2+\lambda)=\pi/(2\sqrt\lambda)$ for $\lambda>0$. Applying this to each eigenvalue of the diagonalizable $N$ gives

$$R=\frac2\pi\int_0^{\pi/2}\big(\sin^2\theta+S^{-1}\tilde S\cos^2\theta\big)^{-1}d\theta .$$

Change the large basis to $g'_\nu=\sum_\mu g_\mu A_{\mu\nu}$ and the small basis to $f'_\nu=\sum_\mu f_\mu B_{\mu\nu}$, with $A$ and $B$ square, invertible and otherwise arbitrary, possibly complex. The choice $B=A$ keeps the relation $f'=\boldsymbol\sigma\cdot\mathbf p\,g'/2c$, but it is not required. With $\Lambda=\operatorname{diag}(A,B)$ the matrices of the operators become $H'=\Lambda^\dagger H\Lambda$ and $M'=\Lambda^\dagger M\Lambda$, in particular $S'=A^\dagger SA$. In $H'C'=M'C'\varepsilon'$ the invertible factor $\Lambda^\dagger$ cancels, so $\Lambda C'$ solves the old problem. The eigenvalues are the same, and the electronic solutions are $C_L'=A^{-1}C_LG$, $C_S'=B^{-1}C_SG$, where $G$ allows for phases and degeneracy. Then

$$X'=B^{-1}C_SG\,G^{-1}C_L^{-1}A=B^{-1}XA,\qquad \Lambda Y'=\begin{pmatrix}A\\ B\,B^{-1}XA\end{pmatrix}=YA .$$

The small-basis matrix $B$ drops out of everything that follows:

$$\tilde S'=Y'^\dagger\Lambda^\dagger M\Lambda Y'=A^\dagger\tilde SA,\qquad L'=A^\dagger LA,$$

$$N'=(A^\dagger SA)^{-1}A^\dagger\tilde SA=A^{-1}S^{-1}A^{-\dagger}A^\dagger\tilde SA=A^{-1}NA .$$

In the integrand, $\sin^2\theta+A^{-1}NA\cos^2\theta=A^{-1}(\sin^2\theta+N\cos^2\theta)A$, whose inverse is $A^{-1}(\sin^2\theta+N\cos^2\theta)^{-1}A$. The constant matrices come out of the integral, and

$$R'=A^{-1}RA,\qquad h'=A^\dagger R^\dagger A^{-\dagger}\,A^\dagger LA\,A^{-1}RA=A^\dagger hA .$$

So $h$ transforms as $S$, $T$ and $V$ do, as the matrix of one fixed operator on the space. The two transformation laws explain the structure of the result. $S$ and $\tilde S$ are Hermitian forms, changing as $A^\dagger(\cdot)A$, while $N$ and $R$ are linear maps, changing as $A^{-1}(\cdot)A$. A product of two maps is a map, so powers of $N$ are independent of the basis. A product of two forms acquires an inner factor $AA^\dagger$: $(A^\dagger S^{1/2}A)^2=A^\dagger S^{1/2}AA^\dagger S^{1/2}A$, which equals $S'$ only if $AA^\dagger=1$. The roots $S^{\pm1/2}$ in the Liu-Peng formula are harmless because they serve as a passage to an orthonormal basis and back. Any factorization $S=FF^\dagger$ serves equally: the choice $A=F^{-\dagger}$ gives $S'=1$ and $R'=(F^{-1}\tilde SF^{-\dagger})^{-1/2}$, so $R=AR'A^{-1}=F^{-\dagger}(F^{-1}\tilde SF^{-\dagger})^{-1/2}F^\dagger$.

The covariance just proved holds for any invertible change within the same space. For a rectangular $A$, a contraction or truncation, $\Lambda^\dagger$ cannot be cancelled, the electronic solutions in the smaller space need not be images of the old ones, and the proof stops at its first step. Dropping the shells of the zinc basis that were rescaled in the opening, which leaves 38 of 76 functions, gives an $h$ that deviates from the corresponding block of the full $h$ by $4.0\times10^{-2}$ in Frobenius norm, relative to that block; dropping the other half gives $3.7\times10^{-2}$. Removing near-linear dependencies from $S$ is a change of this rectangular kind.

The other recipe, $R_{\rm old}=\tilde S^{-1/2}S^{1/2}$, satisfies $R_{\rm old}^\dagger\tilde SR_{\rm old}=S^{1/2}\tilde S^{-1/2}\tilde S\tilde S^{-1/2}S^{1/2}=S$ and is a legitimate renormalization. For unitary $A$, $(A^\dagger SA)^{p}=A^\dagger S^pA$, since the eigenvectors are rotated and the eigenvalues kept, and $R_{\rm old}'=A^{-1}R_{\rm old}A$. It equals $R$ if and only if $S$ and $\tilde S$ commute. If they commute, $\bar S^{-1/2}=S^{1/2}\tilde S^{-1/2}$ and $R=\tilde S^{-1/2}S^{1/2}$. If $R_{\rm old}=R$, then $SR_{\rm old}$ is Hermitian, $S\tilde S^{-1/2}S^{1/2}=S^{1/2}\tilde S^{-1/2}S$; cancelling $S^{1/2}$ on each side shows that $S^{1/2}$ and $\tilde S^{-1/2}$ commute, and so do $S$ and $\tilde S$, which are powers of them. In an orthonormal basis $S=1$ and $R_{\rm old}=R$. If $R_{\rm old}$ were covariant under the change from that basis to a given one, it would equal $R$ there too; so it is not covariant under that change whenever $[S,\tilde S]\ne0$ in the given basis.

The free particle gives a closed form that separates the two. For $V=W=0$ take the basis with $S=1$ and $T=\operatorname{diag}(t_i)$. The problem falls into $2\times2$ blocks with eigenvector $(1,x)$. The upper row reads $tx=\varepsilon$, and the lower row $t-tx=\varepsilon tx/2c^2$ gives $x=2c^2/(2c^2+\varepsilon)$. Together they give $\varepsilon(\varepsilon+2c^2)=2c^2t$, or $E=\varepsilon+c^2=c\sqrt{c^2+2t}$ on the upper branch. The eigenvalue of $N$ is

$$\lambda=1+\frac{tx^2}{2c^2}=1+\frac{\varepsilon x}{2c^2}=1+\frac{\varepsilon}{2c^2+\varepsilon}=\frac{2E}{E+c^2},$$

so $R$ has eigenvalues $\sqrt{(E+c^2)/2E}$, the free-particle Foldy-Wouthuysen factor, and by covariance it is this function of the map $S^{-1}T$ in every basis. For $t\ll c^2$, $\varepsilon\approx t$ and $R\approx1-S^{-1}T/4c^2$ to leading order in $1/c^2$; for $t\to\infty$, $\lambda\to2$, the two components carrying equal charge. In the normalized zinc basis the computed $R$ agrees with this form to $2\times10^{-14}$, and $R_{\rm old}$ deviates by $1.1\times10^{-2}$, both in Frobenius norm relative to the closed form.

A $2\times2$ model can be followed by hand. Take $S=\begin{pmatrix}1&0.5\\0.5&1\end{pmatrix}$ and $\tilde S=\begin{pmatrix}1.4&0.5\\0.5&1.1\end{pmatrix}$. With $\det S=0.75$,

$$N=\frac1{0.75}\begin{pmatrix}1.4-0.25&0.5-0.55\\-0.7+0.5&-0.25+1.1\end{pmatrix}=\begin{pmatrix}1.533333&-0.066667\\-0.266667&1.133333\end{pmatrix},$$

with trace $2.666667$, determinant $1.72$ and eigenvalues $1.092963$ and $1.573703$. The principal root $Q$ has determinant $\delta=\sqrt{\lambda_1\lambda_2}=1.311488$ and trace $\tau$ with $\tau^2=\lambda_1+\lambda_2+2\delta$, so $\tau=2.299922$. The Cayley-Hamilton theorem, $Q^2-\tau Q+\delta=0$, gives $Q=(N+\delta)/\tau$. The inverse of a $2\times2$ matrix is its adjugate over its determinant, so

$$R=\frac1{\tau\delta}\begin{pmatrix}1.133333+\delta&0.066667\\0.266667&1.533333+\delta\end{pmatrix}=\begin{pmatrix}0.810531&0.022102\\0.088408&0.943143\end{pmatrix}.$$

Both off-diagonal elements of $SR$ are $0.493674$: $0.022102+0.5\times0.943143$ and $0.5\times0.810531+0.088408$. For $A=\operatorname{diag}(2,1)$ the law $R'_{ij}=R_{ij}A_{jj}/A_{ii}$ halves $R_{12}$ and doubles $R_{21}$, and evaluation from $S'$ and $\tilde S'$ gives $0.011051$ and $0.176816$. The other recipe gives

$$R_{\rm old}=\begin{pmatrix}0.818298&0.038573\\0.069870&0.935097\end{pmatrix},\qquad AR_{\rm old}'A^{-1}=\begin{pmatrix}0.827005&0.057719\\0.048275&0.925362\end{pmatrix},$$

which differ from each other, and $SR_{\rm old}$ has the unequal off-diagonal elements $0.506122$ and $0.479018$. The traces are $1.753674$ for $R$, $1.753395$ for $R_{\rm old}$ and $1.752367$ after rescaling, the largest belonging to $R$ as the inequality requires.

The zinc calculation uses a point nucleus with $Z=30$ and exponents in ratio 3, starting from $0.06$, $0.2$ and $0.15$ bohr$^{-2}$ for $s$, $p$ and $d$. The eigenvalues of $S^{-1}\tilde S$ run from $1.000002$ to $1.936712$, and those of $R$ from $1/\sqrt{1.936712}=0.718567$ to $0.999999$. The upper value lies near the free-particle limit 2; its eigenvector lies in the $s$ block, with a weight of $0.98$ on the symmetrically orthogonalized partner of the tightest function, of exponent $8.6\times10^{5}$ bohr$^{-2}$. The distance is $D=3.554025$ for $R$ and $3.559344$ for $R_{\rm old}$. The one-electron $1s$ level, $-455.50478$ $E_h$, equals the four-component matrix eigenvalue in all printed digits and lies $0.02013$ $E_h$ above the Dirac formula $c^2[\sqrt{1-Z^2/c^2}-1]=-455.52491$ $E_h$, an error of $4\times10^{-5}$ relative to that value, against a relativistic shift of $-5.52$ $E_h$ from the Schrödinger level $-450$ $E_h$. The omitted spin-orbit term vanishes on $s$ functions, because $\nabla V$ and $\nabla g$ are both radial, so the remainder is basis-set error; 36 $s$ functions in ratio 2, starting from $0.03$ bohr$^{-2}$, reduce it to $5\times10^{-6}$ $E_h$. The covariance defect $\|AR'A^{-1}-R\|/\|R\|$, with $X'$ and $R'$ rebuilt from the transformed Dirac matrices, is about $3\times10^{-14}$ or less for the rescaled, orthogonalized, unitary and random changes. The same measure for $R_{\rm old}$ is $3\times10^{-14}$ for the unitary change, and $7.6\times10^{-3}$, $1.1\times10^{-2}$ and $1.4\times10^{-2}$ for the rescaled, orthogonalized and random ones. The numerical check printed below also compares $R$ with the Schur root of $S^{-1}\tilde S$, the integral, the Cholesky form and a polar decomposition.

The Hartree-Fock energies of the opening follow. In the check, $h'$ is rebuilt in each changed basis and mapped back as $A^{-\dagger}h'A^{-1}$, which is real up to rounding in every case used, and the self-consistent calculation is run in the normalized basis; this gives the energy of the changed basis, because $S$ and the Coulomb integrals represent fixed operators and the orbital coefficients map as $A^{-1}$. The energy is $E=\operatorname{tr}h\rho+E_2[\rho]$, minimized over density matrices $\rho$ built from $S$-orthonormal orbitals, with $E_2$ formed from the untransformed Coulomb integrals. With $h_{\rm old}=U^\dagger hU$, $U=R^{-1}R_{\rm old}$, the substitution $\rho_U=U\rho U^\dagger$, which keeps the orbitals orthonormal, gives $E_{\rm old}=\operatorname{tr}h\rho_U+E_2[U^{-1}\rho_UU^{-\dagger}]$. Using $R_{\rm old}$ is thus the same as using $h$ with an electron repulsion rotated by $U$, and the map $U$ depends on how the basis functions are scaled and mixed. For one electron $E_2$ vanishes and $U$ has no effect on the energy. For the thirty electrons of zinc the effect in the normalized basis is $-1794.200803-(-1793.985315)=-0.215488$ $E_h$, or $-5.8637$ eV, and it vanishes in the orthogonalized basis, where $U=1$. It is mainly a core effect: the $1s$ orbital energy moves by $-0.093$ $E_h$ and the $4s$ by $-0.00015$ $E_h$. The total energies are not converged in the basis: the Liu-Peng value falls by $0.32$ $E_h$, to $-1794.3008$ $E_h$, in a ratio-2 $26s17p11d$ basis, while the difference between the recipes in normalized functions changes only to $-0.21575$ $E_h$. The lower energy is in itself no sign of a better result, since with untransformed repulsion neither energy is constructed as an expectation value of the four-component Hamiltonian. When the spin-free repulsion is evaluated with the four-spinors $YRC_{2c}$, both recipes give $-1794.251866$ $E_h$ in the $16s10p6d$ basis. The $R_{\rm old}$ energy of the normalized basis lies $0.051$ $E_h$ above this value and the Liu-Peng energy $0.267$ $E_h$ above it, but the closeness of the former depends on how the functions are written and is lost on orthogonalization. The Liu-Peng energy also omits the transformation of the two-electron operator; covariance makes that omission a property of the basis space and not of the way its functions are written, and it says nothing about the size of the omission.

## Table of computed values

```
2x2 model, dimensionless, matrices by rows
S: 1.000000 0.500000 0.500000 1.000000 | St: 1.400000 0.500000 0.500000 1.100000
A: 2.000000 0.000000 0.000000 1.000000
S^-1 St: 1.533333 -0.066667 -0.266667 1.133333
trace 2.666667 det 1.720000 sqrt(det) 1.311488
sqrt(trace+2 sqrt det) 2.299922
eigenvalues of S^-1 St: 1.092963 1.573703
R: 0.810531 0.022102 0.088408 0.943143
R' : 0.810531 0.011051 0.176816 0.943143
A R' A^-1: 0.810531 0.022102 0.088408 0.943143
S R: 0.854735 0.493674 0.493674 0.954194
R_old: 0.818298 0.038573 0.069870 0.935097
A R_old' A^-1: 0.827005 0.057719 0.048275 0.925362
S R_old: 0.853233 0.506122 0.479018 0.954384
Zn: Z = 30, c = 137.035999 au, n = 76 functions, ratio 3.0
l=0: 16 shells, exponents 0.06 to 8.609e+05 bohr^-2
l=1: 10 shells, exponents 0.2 to 3937 bohr^-2
l=2: 6 shells, exponents 0.15 to 36.45 bohr^-2
cond S 462.2, cond A 2.25, cond B 2.32
eigenvalues of S^-1 St: 1.000002 to 1.936712
eigenvalues of R: 0.718567 to 0.999999
distance D: R 3.554025, R_old 3.559344
rel asymmetry of S R_old: 9.81e-03
rel dev R vs Schur 1.1e-14, quadrature 1.1e-14
rel dev R vs Cholesky 1.0e-14, polar 1.4e-14
rel dev h vs pyscf 4.1e-15; h_old vs h 1.90e-02
free-particle FW factor rel dev: R 1.7e-14, R_old 1.10e-02
rescaled: covariance defect R 2.1e-14, R_old 7.56e-03
Lowdin: covariance defect R 1.1e-14, R_old 1.12e-02
unitary: covariance defect R 2.7e-14, R_old 2.71e-14
random: covariance defect R 3.1e-14, R_old 1.44e-02
truncation to 38 functions: rel dev of h 4.02e-02
1s one-electron: X2C -455.50478, 4c matrix -455.50478 Eh
1s R_old -455.50478 Eh
1s Dirac formula -455.52491, Schroedinger -450.00000 Eh
RHF HOMO -0.29807 Eh
RHF R normalized -1793.985315 Eh
RHF R rescaled -1793.985315 Eh, random -1793.985315 Eh
RHF R_old normalized -1794.200803 Eh
RHF R_old rescaled -1794.209079 Eh, Lowdin -1793.985315 Eh
R_old - R, normalized: -0.215488 Eh = -5.8637 eV
R_old rescaled - normalized: -0.008276 Eh = -0.2252 eV
```
